# Resonant single-photon transmission past a two-level emitter, symmetric and chiral

## Definitions and conventions

A waveguide carries one guided mode in each direction at every frequency near $\omega_0$, the transition frequency of a two-level emitter at $x=0$. The emitter has ground state $g$, excited state $e$ and lowering operator $\sigma=|g\rangle\langle e|$. It decays into right-going modes at rate $\Gamma_R$, into left-going modes at rate $\Gamma_L$, and into everything else at rate $\gamma$. The total rate and the guided fraction are

$$\Gamma=\Gamma_R+\Gamma_L+\gamma,\qquad \beta=\frac{\Gamma_R+\Gamma_L}{\Gamma},\qquad b=\frac{\Gamma_R}{\Gamma}.$$

The photon comes from the left and travels right. Its detuning is $\Delta=\omega-\omega_0$. Amplitudes are written in the frame rotating at $\omega_0$, so a free mode varies as $e^{-i\Delta t}$. The transmission $T$ is the probability that the photon leaves in the right-going mode.

The label $\mu=R,L,\ell$ denotes the right-going, left-going and loss continua, with $\Gamma_\ell=\gamma$. The loss may involve many modes, but at each frequency the emitter couples to one linear combination of them, so one continuum represents it. In the rotating-wave approximation

$$\frac{H}{\hbar}=\sum_\mu\int d\Delta\,\left[\Delta\,a_\mu^\dagger a_\mu+g_\mu\left(\sigma^\dagger a_\mu+a_\mu^\dagger\sigma\right)\right],\qquad g_\mu=\sqrt{\frac{\Gamma_\mu}{2\pi}},$$

where $[a_\mu(\Delta),a_\nu^\dagger(\Delta')]=\delta_{\mu\nu}\delta(\Delta-\Delta')$. The phases of the modes are chosen to make $g_\mu$ real. Lemma 2 shows that $\Gamma_\mu$, so introduced, is a decay rate.

**Assumptions.** (i) The couplings and the group speed are constant over the emitter's line, and the frequency shift caused by the continua is included in $\omega_0$. (ii) The emitter starts in $g$ and suffers no pure dephasing. (iii) Nothing else in the waveguide reflects light. (iv) The photon's bandwidth is far below $\Gamma$.

## Theorem

Under (i)–(iii), a component of the photon at detuning $\Delta$ is transmitted with amplitude

$$t(\Delta)=1-\frac{i\Gamma_R}{\Delta+i\Gamma/2}.$$

With (iv), a resonant photon therefore has $T=(1-2\Gamma_R/\Gamma)^2$. In particular:

- symmetric coupling, $\Gamma_R=\Gamma_L=\beta\Gamma/2$, gives $T=(1-\beta)^2$;
- perfectly chiral coupling along the photon's direction, $\Gamma_R=\beta\Gamma$ and $\Gamma_L=0$, gives $T=(1-2\beta)^2$.

If the coupling is perfectly chiral in the opposite direction, then $\Gamma_R=0$ and $T=1$ for every $\beta$.

## Lemma 1: what makes the coupling symmetric or chiral

Let $\mathbf E$ be the complex field of the right-going mode at the emitter, and $\mathbf d=\langle g|\hat{\mathbf d}|e\rangle$. In a lossless waveguide without magnetic response, time reversal turns the right-going mode into the left-going one, whose field is $\mathbf E^*$ and whose speed is the same. Emission involves the conjugate of the mode field, so with a common prefactor

$$\Gamma_R\propto|\mathbf E^*\cdot\mathbf d|^2,\qquad \Gamma_L\propto|\mathbf E\cdot\mathbf d|^2 .$$

*A linear dipole couples symmetrically.* Write $\mathbf d=d_0\mathbf u$ with $\mathbf u$ real. Then $\mathbf E^*\cdot\mathbf u=(\mathbf E\cdot\mathbf u)^*$, and the two moduli are equal whatever the polarization of $\mathbf E$.

*A circular dipole in a matching circular field is perfectly chiral.* Take $\mathbf E=E_0(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$ and $\mathbf d=d_0(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$. Then

$$\mathbf E^*\cdot\mathbf d=E_0^*d_0\,\frac{1+(-i)(i)}{2}=E_0^*d_0,\qquad \mathbf E\cdot\mathbf d=E_0d_0\,\frac{1+i^2}{2}=0. \qquad\blacksquare$$

Such a field is possible in a waveguide because a tightly confined mode has a component along its direction of travel, which can be a quarter period out of phase with the transverse one.

The second case needs a single circular transition near resonance. If the opposite transition, with dipole $\mathbf d^*$, is also resonant, its emission amplitude into the left-going mode is $\mathbf E\cdot\mathbf d^*=(\mathbf E^*\cdot\mathbf d)^*$, which does not vanish. If that transition starts from the same ground state, a left-going photon meets an emitter too, so the statement $T=1$ for every $\beta$ fails; it has $T=(1-2\beta)^2$ when the two transitions are degenerate and the loss does not couple them. If it starts from a different, unoccupied ground state, as for the other spin of a charged dot, $T=1$ survives while the spin stays fixed. A magnetic field can remove this transition from resonance, provided the Zeeman splitting far exceeds both the linewidth and any fine-structure splitting. A neutral exciton with a fine-structure splitting well above the linewidth has linear dipoles at zero field and couples symmetrically even where the mode is circular. For a splitting of 10 µeV, a linewidth of 0.66 µeV, $\beta=0.9$ and an exciton $g$-factor of 2, the transmissions for right- and left-going light on the upper line are both 0.011 at zero field, 0.53 and 0.86 at 0.2 T, and 0.635 and 0.993 at 1 T.

## Lemma 2: the driven emitter

With one excitation in total, the state is

$$|\psi\rangle=e(t)\,|e,0\rangle+\sum_\mu\int d\Delta\,c_\mu(\Delta,t)\,a_\mu^\dagger(\Delta)|g,0\rangle .$$

Define the incoming field at the emitter, from the amplitudes at an early time $t_0$, by

$$f_{\rm in}(t)=\frac1{\sqrt{2\pi}}\int d\Delta\,c_R(\Delta,t_0)\,e^{-i\Delta(t-t_0)} .$$

By Parseval's theorem $\int|f_{\rm in}|^2dt=\int|c_R(\Delta,t_0)|^2d\Delta$, so $|f_{\rm in}(t)|^2$ is the probability per unit time that the photon arrives. The claim is

$$\dot e=-\frac{\Gamma}{2}e-i\sqrt{\Gamma_R}\,f_{\rm in}(t).$$

**Proof.** The Schrödinger equation gives

$$i\dot c_\mu=\Delta c_\mu+g_\mu e,\qquad i\dot e=\sum_\mu g_\mu\int d\Delta\,c_\mu .$$

Multiplying the first equation by $e^{i\Delta t}$ and integrating from $t_0$ yields

$$c_\mu(\Delta,t)=c_\mu(\Delta,t_0)e^{-i\Delta(t-t_0)}-ig_\mu\int_{t_0}^{t}dt'\,e(t')e^{-i\Delta(t-t')} .$$

Insert this in the second equation. Initially only the right-going continuum is occupied, and its free part contributes

$$-ig_R\sqrt{2\pi}\,f_{\rm in}=-i\sqrt{\Gamma_R}\,f_{\rm in}$$

to $\dot e$. The remaining part is

$$-\sum_\mu g_\mu^2\int_{t_0}^{t}dt'\,e(t')\int d\Delta\,e^{-i\Delta(t-t')} .$$

For a band $-W<\Delta<W$ the inner integral is $2\sin(W\tau)/\tau$ with $\tau=t-t'$. When $W\gg\Gamma$ this kernel is much narrower than the time over which $e$ changes, so $e(t')$ may be replaced by $e(t)$. Since $t'<t$, the integral covers only $\tau>0$, where the area of the kernel is $\int_0^\infty 2\sin(W\tau)/\tau\,d\tau=\pi$. This is half the area $2\pi$ of the full peak. The remaining part is therefore

$$-\sum_\mu\frac{\Gamma_\mu}{2\pi}\,\pi\,e=-\frac{\Gamma}{2}e. \qquad\blacksquare$$

Without an incoming photon, an excited emitter has $|e|^2=e^{-\Gamma t}$. It feeds continuum $\mu$ at the rate $\Gamma_\mu|e|^2$, as the next lemma shows, so the guided share of its emission is $(\Gamma_R+\Gamma_L)/\Gamma=\beta$. This is the meaning of $\beta$ in the theorem.

## Lemma 3: the outgoing fields

At a time $t_1$ after the scattering, define the outgoing fields, referred back to the emitter's position, by

$$f_\mu(t)=\frac1{\sqrt{2\pi}}\int d\Delta\,c_\mu(\Delta,t_1)e^{-i\Delta(t-t_1)} .$$

Then

$$f_R=f_{\rm in}-i\sqrt{\Gamma_R}\,e,\qquad f_L=-i\sqrt{\Gamma_L}\,e,\qquad f_\ell=-i\sqrt{\gamma}\,e .$$

**Proof.** Set $t=t_1$ in the integrated mode equation and insert it in the definition. The free part gives $f_{\rm in}$ for $\mu=R$ and zero otherwise. The emitted part is

$$-\frac{ig_\mu}{\sqrt{2\pi}}\int_{t_0}^{t_1}dt'\,e(t')\int d\Delta\,e^{-i\Delta(t-t')}=-ig_\mu\sqrt{2\pi}\,e(t)=-i\sqrt{\Gamma_\mu}\,e(t).$$

Here $t$ lies inside the interval $(t_0,t_1)$, so the whole peak of area $2\pi$ counts, in contrast to Lemma 2. $\blacksquare$

## Proof of the theorem

Let $t_0\to-\infty$, and write each function of time as $f(t)=(2\pi)^{-1/2}\int d\Delta\,\tilde f(\Delta)e^{-i\Delta t}$. A time derivative becomes a factor $-i\Delta$, so Lemma 2 reads

$$\left(\frac{\Gamma}{2}-i\Delta\right)\tilde e=-i\sqrt{\Gamma_R}\,\tilde f_{\rm in}.$$

Multiplication by $i$ gives

$$\tilde e=\frac{\sqrt{\Gamma_R}}{\Delta+i\Gamma/2}\,\tilde f_{\rm in}.$$

No decaying solution of the homogeneous equation is added, because the emitter was in its ground state before the photon came. Lemma 3 then gives $\tilde f_R=t(\Delta)\tilde f_{\rm in}$ and $\tilde f_L=r(\Delta)\tilde f_{\rm in}$, with

$$t(\Delta)=1-\frac{i\Gamma_R}{\Delta+i\Gamma/2},\qquad r(\Delta)=-\frac{i\sqrt{\Gamma_R\Gamma_L}}{\Delta+i\Gamma/2}.$$

At $\Delta=0$ the fraction in $t$ is $i\Gamma_R/(i\Gamma/2)=2\Gamma_R/\Gamma$, hence

$$t(0)=1-\frac{2\Gamma_R}{\Gamma}=1-2b .$$

Symmetric coupling has $b=\beta/2$, so $t(0)=1-\beta$. Chiral coupling along the photon's direction has $b=\beta$, so $t(0)=1-2\beta$. Squaring gives the two results.

It remains to justify assumption (iv). Put $t$ over a common denominator and take the squared modulus:

$$|t|^2=\frac{\Delta^2+(\Gamma/2-\Gamma_R)^2}{\Delta^2+\Gamma^2/4}=1-\frac{\Gamma_R(\Gamma-\Gamma_R)}{\Delta^2+\Gamma^2/4}=1-\frac{4b(1-b)}{1+4\Delta^2/\Gamma^2}.$$

A photon with normalized spectrum $|\tilde f_{\rm in}|^2$ is transmitted with the average of this expression, denoted $\overline T$. Since $1-1/(1+y)=y/(1+y)\le y$ for $y\ge0$,

$$0\le\overline T-(1-2b)^2\le4b(1-b)\,\frac{4\langle\Delta^2\rangle}{\Gamma^2}.$$

For a spectrum with finite $\langle\Delta^2\rangle$ the correction is thus at most second order in the bandwidth. The bound is empty for a resonant photon whose intensity switches on abruptly and decays as $e^{-\kappa t}$, since its Lorentzian spectrum has infinite $\langle\Delta^2\rangle$. The average then gives a correction $4b(1-b)\,\kappa/(\Gamma+\kappa)$, first order in $\kappa$. In both cases the correction vanishes as the bandwidth goes to zero. $\blacksquare$

## Remarks on the result

**Where the photon goes.** On resonance the reflection and loss probabilities are

$$R=\frac{4\Gamma_R\Gamma_L}{\Gamma^2},\qquad P_{\rm loss}=\frac{4\Gamma_R\gamma}{\Gamma^2}.$$

Their sum is $4\Gamma_R(\Gamma-\Gamma_R)/\Gamma^2=4b(1-b)=1-T$, as conservation of probability requires. For symmetric coupling $R=\beta^2$ and $P_{\rm loss}=2\beta(1-\beta)$. For chiral coupling along the photon's direction $R=0$ and $P_{\rm loss}=4\beta(1-\beta)$.

**Interference.** The outgoing right-going field is the incident field, of relative amplitude $1$, plus the forward-scattered field, of relative amplitude $-2b$. With symmetric coupling $2b=\beta\le1$, so the scattered field can at most cancel the incident one. This happens at $\beta=1$, where the emitter is a perfect mirror. With chiral coupling $2b=2\beta$ can exceed $1$. Cancellation occurs at $\beta=1/2$, and since there is no reflection, the photon is then lost with certainty. For $\beta>1/2$ the scattered field outweighs the incident one, and transmission returns with a phase of $\pi$. At $\beta=1$ the photon passes with certainty and $t=-1$.

**What a measurement of $T$ determines.** In the symmetric case $\beta=1-\sqrt T$ is unique. In the chiral case $\beta$ and $1-\beta$ give the same $T$. The sign of $t$ distinguishes them, so a phase measurement can decide between them.

**A check with finite continua.** The theorem was compared with a direct diagonalization in which each continuum was replaced by 401 levels spanning $\pm20\,\Gamma$. The incoming pulse had a Gaussian spectrum of standard deviation $0.3\,\Gamma$, and $t(0)$ was read from the outgoing level at $\Delta=0$. For $\beta=0.9$ this gave $t=+0.1000$ with symmetric coupling and $-0.8000$ with chiral coupling. Chiral coupling with $\beta=0.1$ gave $+0.8000$, and a photon sent against the chiral direction gave $+1.0000$. An initially excited emitter kept a population of $0.1355$ after two lifetimes, against $e^{-2}=0.1353$. Both comparisons sit at favourable points. The line shift caused by a symmetric finite band vanishes at $\Delta=0$; at $\Delta=0.5\,\Gamma$ a band of this width gives $T=0.497$ instead of $0.505$ for symmetric coupling. The leading finite-band error in the decay, of relative size $(2-\Gamma t)\,\Gamma/\pi W$, cancels at two lifetimes; the population is about 2% above $e^{-\Gamma t}$ after one lifetime and 3.5% below it after four. These deviations shrink roughly as $1/W$.

## Proposition: dephasing and a laser probe

Experiments often replace the single photon by weak laser light. Let the probe be resonant, with photon flux $n$, and let pure dephasing at rate $\gamma_d$ raise the decay rate of the emitter's coherence to $\Gamma_2=\Gamma/2+\gamma_d$. If all forward photons are counted, the ratio of outgoing to incoming flux satisfies

$$1-T=4b(1-b)\,\frac{\Gamma}{2\Gamma_2}\,\frac1{1+s},\qquad s=\frac{4\Gamma_R n}{\Gamma\Gamma_2}.$$

**Proof.** In the Heisenberg picture the modes obey $i\dot a_\mu=\Delta a_\mu+g_\mu\sigma$, which is the equation for $c_\mu$ with $\sigma$ in place of $e$. Lemma 3 therefore holds for operators: $a_{\rm out}=a_{\rm in}-i\sqrt{\Gamma_R}\,\sigma$. The laser replaces $a_{\rm in}$ by a real amplitude $\alpha=\sqrt n$ in the normally ordered flux, and drives the emitter through $H_d=\hbar\sqrt{\Gamma_R}\,\alpha(\sigma+\sigma^\dagger)$.

Let $S=\langle\sigma\rangle$ and $P=\langle\sigma^\dagger\sigma\rangle$. From $[\sigma^\dagger,\sigma]=2\sigma^\dagger\sigma-1$, $[\sigma,\sigma^\dagger\sigma]=\sigma$ and $[\sigma^\dagger,\sigma^\dagger\sigma]=-\sigma^\dagger$, together with the damping,

$$\dot S=-\Gamma_2S-i\sqrt{\Gamma_R}\,\alpha(1-2P),\qquad \dot P=-\Gamma P-2\sqrt{\Gamma_R}\,\alpha\,{\rm Im}\,S .$$

In the steady state the first equation gives $S=-i\sqrt{\Gamma_R}\,\alpha(1-2P)/\Gamma_2$. The second then becomes

$$\Gamma P=\frac{2\Gamma_Rn}{\Gamma_2}(1-2P),\qquad\text{so}\qquad P=\frac{s/2}{1+s}.$$

The outgoing flux is

$$\langle a_{\rm out}^\dagger a_{\rm out}\rangle=n+\Gamma_RP+2\sqrt{\Gamma_R}\,\alpha\,{\rm Im}\,S=n-(\Gamma-\Gamma_R)P,$$

where the last step uses the steady population equation. Dividing by $n$,

$$1-T=\frac{(\Gamma-\Gamma_R)P}{n}=\frac{2\Gamma_R(\Gamma-\Gamma_R)}{\Gamma\Gamma_2(1+s)},$$

which is the claim once $\Gamma_R=b\Gamma$ is inserted. $\blacksquare$

For $\gamma_d=0$ and $n\to0$ this returns the theorem. Dephasing weakens the interference between incident and scattered light. Saturation limits the number of photons per unit time that the emitter can scatter. Both raise $T$, the total forward flux on resonance, at fixed $b$ whenever $0<b<1$. The phase-coherent part behaves differently. From $\langle a_{\rm out}\rangle=\alpha-i\sqrt{\Gamma_R}\,S$ and $1-2P=1/(1+s)$ its amplitude is $1-\Gamma_R/[\Gamma_2(1+s)]$, whose square first falls when $b>1/2$. For $b=0.9$ it drops from 0.64 to 0.534 at $\gamma_d=0.02\,\Gamma$ and to 0.461 at $n=0.01\,\Gamma$.

## Worked example: a quantum dot at 4 K

The parameters are rough values in the regime of a semiconductor quantum dot in a photonic-crystal waveguide: wavelength 930 nm, lifetime $1/\Gamma=1.0$ ns and $\beta=0.90$. The ideal results are

$$T_{\rm sym}=(1-0.90)^2=0.010,\qquad T_{\rm chi}=(1-1.80)^2=0.64,$$

or losses of 20 dB and 1.9 dB in transmission. The symmetric emitter reflects 81% of the photons and scatters 18% out of the waveguide. The chiral one reflects none and scatters out 36%, twice as many, at the same $\beta$.

The neglected effects are now added one at a time, with everything else ideal.

*Pure dephasing.* For $\gamma_d=0.02$ per ns, $\Gamma/2\Gamma_2=0.5/0.52=0.962$. Symmetric coupling has $4b(1-b)=4(0.45)(0.55)=0.99$, so $T=1-0.99(0.962)=0.048$. Chiral coupling has $4(0.9)(0.1)=0.36$ and $T=0.654$.

*Spectral wandering.* The natural linewidth is $\hbar\Gamma=0.658$ µeV. If the resonance wanders slowly with a Gaussian standard deviation of 0.10 µeV, that is $0.15\,\Gamma$, averaging $|t(\Delta)|^2$ gives 0.0835 (symmetric) and 0.667 (chiral). Slow means a correlation time of about a hundred lifetimes or more: for exponentially correlated Gaussian noise of this size the symmetric value is 0.0825 at a correlation time of 100 ns, 0.075 at 10 ns and 0.039 at 1 ns.

*Pulse bandwidth.* A Gaussian pulse whose intensity has full width $\tau$ at half maximum, and whose phase is constant, has spectral standard deviation $\sqrt{2\ln2}/\tau$. For $\tau=10$ ns this is 0.118 per ns, and the averages are 0.058 and 0.657. Even a pulse ten lifetimes long thus raises the symmetric transmission almost sixfold.

*Probe saturation.* A laser flux of 0.01 photons per ns, about 2.1 pW, gives $s=8bn/\Gamma=0.036$ and $0.072$. The transmissions are $1-0.99/1.036=0.044$ and $1-0.36/1.072=0.664$.

*Phonon sidebands.* Suppose that 95% of the emission is on the zero-phonon line and that a filter removes the rest. Elastic scattering uses this line once in absorption and once in emission, each with amplitude $\sqrt{0.95}$, while $\Gamma$ is unchanged. As an estimate, $b$ is therefore replaced by $0.95\,b$. This gives $(1-0.855)^2=0.021$ and $(1-1.71)^2=0.504$. The filter matters: if the forward sideband light is counted, $T=1-0.95\cdot4b(1-b)$, that is 0.060 and 0.658, and the chiral value rises instead of falling. The zero-phonon share at 4 K depends on the dot and can be lower than 95%; a share of 92% gives 0.030 and 0.43 behind the filter.

*Dark periods.* If the emitter is inactive for 5% of the time, $T$ becomes $0.05+0.95\,T$, that is 0.060 and 0.658.

*Imperfect directionality.* If $\Gamma_R/(\Gamma_R+\Gamma_L)=0.95$ in the chiral device, then $b=0.855$ and again $T=0.504$. Now, however, $R=4(0.855)(0.045)=0.154$.

The two designs respond differently to effects that change $b$, such as sideband filtering, because $dT/db=-4(1-2b)$. At $b=0.45$ the slope is $-0.4$, close to the minimum of $T$. At $b=0.9$ it is $+3.2$, so a small loss of forward coupling lowers the transmission strongly in absolute terms. In relative terms the order is reversed: replacing $b$ by $0.95\,b$ lowers the chiral $T$ by 21% and doubles the symmetric one. The symmetric device is instead sensitive, relative to its small $T$, to anything that spoils the cancellation.

Two other approximations are harmless here. The photon energy of 1.33 eV is about 3900 times $k_BT$ at 4 K, so thermal photons at this frequency are negligible. The ratio $\hbar\Gamma/\hbar\omega_0\approx5\times10^{-7}$ supports the rotating-wave approximation.

**Beside real devices.** The wavelength, lifetime, temperature and $\beta$ above are rough values, not those of a particular device; the sizes of the imperfections vary from sample to sample and are illustrative. Real dots break the assumption of a fixed, fully coherent resonance. For the values used, wandering alone moves the symmetric transmission from 0.010 to 0.0835. Read through $\beta=1-\sqrt T$, that would suggest $\beta=0.71$ instead of 0.90. A low measured extinction is therefore not by itself evidence of poor coupling. In a chiral device the largest single shifts found here, from 0.64 to 0.50, come from sideband filtering and from imperfect directionality; the phase-coherent part alone falls further, to 0.46, under the saturation assumed above. Reflections from waveguide ends, excluded by (iii), would add interference that these figures do not contain. With equal reflectors at both ends, the resonant transmission relative to that without the emitter ranges over the propagation phases from 0.62 to 0.66 (chiral) and 0.007 to 0.014 (symmetric) for 1% reflection per end, and from 0.44 to 0.92 and 0.003 to 0.031 for 10%. The effects were not combined, and their separate shifts should not simply be added.

## Computed results

```
Simulated resonant scattering (probabilities, t dimensionless)
 symmetric, beta 0.9: t=+0.1000 T=0.0100 R=0.8100 loss=0.1800
 chiral, beta 0.9: t=-0.8000 T=0.6400 R=0.0000 loss=0.3600
 chiral, beta 0.5: t=+0.0000 T=0.0000 R=0.0000 loss=1.0000
 chiral, beta 0.1: t=+0.8000 T=0.6400 R=0.0000 loss=0.3600
 chiral 0.9, wrong way: t=+1.0000 T=1.0000 R=0.0000 loss=0.0000
 excited population after 2 lifetimes: 0.1355
 exp(-2) for comparison: 0.1353
 guided share of emitted light: 0.9000
Example inputs
 wavelength: 930 nm
 lifetime 1/G: 1.0 ns
 guided fraction beta: 0.90
 temperature: 4 K
 pure dephasing rate: 0.02 per ns
 spectral wandering, standard deviation: 0.10 ueV
 pulse duration, intensity FWHM: 10 ns
 laser probe flux: 0.01 photons per ns
 zero-phonon share of emission: 0.95
 share of time emitter is dark: 0.05
 directionality G_R/(G_R+G_L): 0.95
Derived scales
 photon energy: 1.3332 eV
 natural linewidth hbar*G: 0.6582 ueV
 laser probe power: 2.136 pW
 pulse spectral standard deviation: 0.1177 per ns
 photon energy / kT: 3868
 linewidth / photon energy: 4.94e-07
Transmission, symmetric coupling (one effect at a time)
 ideal: 0.0100 = 20.00 dB loss
 pure dephasing: 0.0481
 spectral wandering: 0.0835
 pulse bandwidth: 0.0576
 probe saturation: 0.0444
 filtered phonon sideband: 0.0210
 dark emitter: 0.0595
Transmission, chiral coupling (one effect at a time)
 ideal: 0.6400 = 1.94 dB loss
 pure dephasing: 0.6538
 spectral wandering: 0.6667
 pulse bandwidth: 0.6573
 probe saturation: 0.6642
 filtered phonon sideband: 0.5041
 dark emitter: 0.6580
 imperfect directionality: T=0.5041 R=0.1539
```
